# Zone-Centre Optical Modes of Ferroelectric Hafnia and Their Selection Rules

A memory capacitor made from hafnium dioxide can hold a switchable polarization when its film contains the polar orthorhombic phase, space group $Pca2_1$. Films may also contain nonpolar phases of the same composition. Raman scattering and infrared absorption see the vibrations of the lattice, and the phases differ in which vibrations each method can see. To use this, one must know how many modes the polar crystal has and which of them symmetry permits in each spectrum. Both answers follow from the symmetry operations and the number of atoms, without any force constant.

## Setting and theorem

Let $x,y,z$ run along the crystal axes $a,b,c$, with $c$ the polar axis. In fractional coordinates the operations of $Pca2_1$, apart from lattice translations, are

$$
\begin{aligned}
E&:(x,y,z), & C&:(-x,-y,z+\tfrac12),\\
m_y&:(x+\tfrac12,-y,z), & m_x&:(\tfrac12-x,y,z+\tfrac12).
\end{aligned}
$$

$C$ is a screw rotation about $c$. The glides $m_y$ and $m_x$ reverse $y$ and $x$. The rotational part of each operation is diagonal, $R(g)=\mathrm{diag}(s_x,s_y,1)$, with signs $(+,+)$, $(-,-)$, $(+,-)$ and $(-,+)$ for $E,C,m_y,m_x$.

The assumptions are these.

1. The crystal is perfect and infinite. Its primitive cell holds four HfO$_2$ units, forming three sets of symmetry-related atoms: Hf, O1 and O2.
2. Vibrations are harmonic, and the crystal is stable: uniform translations are its only zero-frequency motions at zero wavevector.
3. All cells move alike (zero wavevector), and no macroscopic electric field accompanies the motion.
4. Infrared absorption is of first order in the dipole change. Raman scattering is of first order in the change of a symmetric electronic polarizability, as holds far from electronic resonance.

**Theorem.** The optical modes are

$$
\Gamma_{\rm opt}=8A_1+9A_2+8B_1+8B_2 .
$$

All 33 are Raman-allowed. The 24 modes of species $A_1,B_1,B_2$ are infrared-allowed.

"Allowed" means that symmetry does not force the strength to be zero. It does not mean that the line is strong or separate from its neighbours.

## Lemma 1: four operations and four species

*At zero wavevector the operations act as a commuting group of four elements, each its own inverse.*

*Proof.* Applying $C$ and then $m_y$ gives

$$
(x,y,z)\to(-x,-y,z+\tfrac12)\to(\tfrac12-x,y,z+\tfrac12),
$$

which is $m_x$. The squares are lattice translations: $C^2$ and $m_x^2$ shift $z$ by 1, and $m_y^2$ shifts $x$ by 1. Since all cells move alike, a lattice translation leaves the displacement pattern unchanged and counts as the identity. The reverse order, $m_y$ and then $C$, gives $(-x-\tfrac12,y,z+\tfrac12)$, which is $m_x$ up to one lattice vector. The remaining products follow from these. $\square$

This set of operations modulo lattice translations is the factor group, here $C_{2v}$. A pattern that is an eigenvector of all four operations acquires a factor $\chi(g)=\pm1$ under each. The factors for $C$ and $m_y$ can be chosen in four ways, and $m_x=m_yC$ then has their product. The four species are

| | $E$ | $C$ | $m_y$ | $m_x$ | $\chi$ |
|---|---|---|---|---|---|
| $A_1$ | 1 | 1 | 1 | 1 | $1$ |
| $A_2$ | 1 | 1 | −1 | −1 | $s_xs_y$ |
| $B_1$ | 1 | −1 | 1 | −1 | $s_x$ |
| $B_2$ | 1 | −1 | −1 | 1 | $s_y$ |

The last column shows that $B_1$ behaves like the coordinate $x$, $B_2$ like $y$, and $A_1$ like $z$. Exchanging the labels of the in-plane axes would exchange $B_1$ and $B_2$. Two rows multiplied entry by entry and summed give 4 if the rows are the same and 0 if they differ:

$$
\frac14\sum_g\chi_\Gamma(g)\chi_{\Gamma'}(g)=\delta_{\Gamma\Gamma'} .\tag{1}
$$

## Lemma 2: nine modes of each species

*The 36 displacements of the cell divide into $9A_1+9A_2+9B_1+9B_2$.*

*Proof.* Collect the displacements of the twelve atoms in a column $u$ of 36 numbers. An operation $g$ carries atom $i$ to the place of an equivalent atom $j$ and turns its displacement by $R(g)$. The matrix $U(g)$ therefore has the $3\times3$ block $R(g)$ in row $j$, column $i$. That block lies on the diagonal only if $i=j$, so

$$
\operatorname{tr}U(g)=N_{\rm fixed}(g)\,\operatorname{tr}R(g),\tag{2}
$$

where an atom is fixed if it returns to its own place or to that place in another cell.

No atom is fixed by $C$ or $m_x$, since both add $\tfrac12$ to $z$, which is not a lattice translation. No atom is fixed by $m_y$, since it adds $\tfrac12$ to $x$. The traces for $(E,C,m_y,m_x)$ are therefore $(36,0,0,0)$.

To count the patterns of species $\Gamma$, form

$$
P_\Gamma=\frac14\sum_g\chi_\Gamma(g)U(g).
$$

The matrices $U(g)$ are real and orthogonal, they commute, and each squares to one. They can thus be diagonalized together with eigenvalues $\pm1$, so every displacement is a sum of patterns of definite species. By (1), $P_\Gamma$ multiplies a pattern of species $\Gamma$ by 1 and any other by 0. Its trace is the number of patterns of that species:

$$
n_\Gamma=\frac14\sum_g\chi_\Gamma(g)\operatorname{tr}U(g)=\frac{1\cdot36+0+0+0}{4}=9 .\qquad\square
$$

**Remark: the patterns written out.** Choose one atom of a set and give it the displacement $(u,v,w)$. Give its partner, reached by $g$, the displacement $\chi_\Gamma(g)R(g)(u,v,w)$. This pattern has species $\Gamma$. For $A_2$ the four displacements, in the order $E,C,m_y,m_x$, are

$$
(u,v,w),\quad(-u,-v,w),\quad(-u,v,-w),\quad(u,-v,-w).
$$

They add to zero along each axis. Three free numbers per set and three sets give nine patterns. The proof also shows that this space group has no special positions: any atom has three distinct partners, wherever it sits.

## Lemma 3: vibrations have definite species

*The normal modes can be chosen so that each belongs to one species. The acoustic modes are $A_1+B_1+B_2$.*

*Proof.* The harmonic energy per cell is $\tfrac12u^T\Phi u$. A symmetry operation cannot change it, so $U^T\Phi U=\Phi$ for every $g$. Since $U^T=U^{-1}$, this means $\Phi U=U\Phi$. In atomic units the mode frequencies follow from

$$
D\,v=\omega^2v,\qquad D_{ij}=\frac{\Phi_{ij}}{\sqrt{M_iM_j}} .
$$

Symmetry exchanges atoms of equal mass, so $D$ commutes with $U$ as well. If $v$ has species $\Gamma$, then

$$
U(g)Dv=DU(g)v=\chi_\Gamma(g)Dv .
$$

Hence $D$ does not mix species. It splits into four $9\times9$ blocks, which can be diagonalized separately.

A uniform translation costs no energy and has zero frequency. Permuting the atoms does not alter it, so $U(g)$ acts on it as $R(g)$. Translations along $z,x,y$ are therefore $A_1,B_1,B_2$. $\square$

Subtracting them from Lemma 2 gives $9-1=8$ for $A_1$, $B_1$ and $B_2$, and leaves 9 for $A_2$. The first part of the theorem is proved, and $8+9+8+8=33$.

## Lemma 4: selection rules

*The $A_1$, $B_1$ and $B_2$ modes are infrared-allowed along $z$, $x$ and $y$. The Raman tensor has components $xx,yy,zz$ for $A_1$; $xy$ for $A_2$; $xz$ for $B_1$; $yz$ for $B_2$.*

*Proof.* Let $Q$ be the amplitude of one mode of species $\Gamma$. To first order the cell dipole changes by $\Delta p_\alpha=p'_\alpha Q$, and light couples to the mode through $-\mathbf E\cdot\Delta\mathbf p$. Now transform the displaced crystal by $g$. The amplitude becomes $\chi_\Gamma(g)Q$, while the dipole component acquires the sign $s_\alpha(g)$. The same linear law must hold afterwards:

$$
s_\alpha(g)\,p'_\alpha=\chi_\Gamma(g)\,p'_\alpha\quad\text{for all }g.\tag{3}
$$

So $p'_\alpha$ vanishes unless $\chi_\Gamma=s_\alpha$ for all four operations. By the species table this leaves $z$ for $A_1$, $x$ for $B_1$ and $y$ for $B_2$. No component remains for $A_2$.

In Raman scattering the light field induces a dipole

$$
p_\alpha=\sum_\beta\left(\alpha_{\alpha\beta}+\alpha'_{\alpha\beta}Q\right)E_\beta .
$$

With $E_\beta$ varying as $\cos\omega_0t$ and $Q$ as $\cos\omega t$, the second term contains

$$
\cos\omega_0t\cos\omega t=\tfrac12\left[\cos(\omega_0-\omega)t+\cos(\omega_0+\omega)t\right],
$$

which gives the shifted lines. A tensor component acquires two signs, so in place of (3)

$$
s_\alpha(g)s_\beta(g)\,\alpha'_{\alpha\beta}=\chi_\Gamma(g)\,\alpha'_{\alpha\beta}.
$$

For $xx,yy,zz$ the product of signs is 1, hence $A_1$. For $xy$ it is $s_xs_y$, hence $A_2$. Since $s_z=1$, $xz$ gives $s_x$ and $yz$ gives $s_y$, hence $B_1$ and $B_2$. $\square$

Each species has a Raman component, so all 33 optical modes are Raman-allowed. The infrared count is $8+8+8=24$. This completes the proof of the theorem.

## Two comparisons with inversion symmetry

**Monoclinic hafnia.** The common nonpolar phase has space group $P2_1/c$. It also has twelve atoms per cell, all in general positions, and a factor group of four operations, one of them inversion. Inversion fixes no atom, so its trace is zero. The 36 modes then divide into 18 even and 18 odd ones. A dipole is odd under inversion and a polarizability is even. The three translations are odd, leaving 15 odd optical modes. At most 18 modes are Raman-allowed and 15 infrared-allowed, and none is both. In the polar phase 24 modes are both. A vibration active in both spectra therefore rules out inversion symmetry. Finding a line at the same energy in both is weaker evidence. The sample may contain several phases, and with 18 Raman and 15 infrared lines within some tens of meV, a few can lie within 1 meV of each other by chance.

**Ideal fluorite.** Put the twelve atoms at the positions of cubic fluorite. The four operations still hold, and the labels still read 8, 9, 8, 8. There are now additional translations within the cell, since the primitive fluorite cell has three atoms: Hf, O and O$'$. Dipole and polarizability do not change under a translation, so only the nine modes that repeat in every primitive cell can be active. Inversion about Hf exchanges O and O$'$ and reverses displacements. Opposite motion of O and O$'$ with Hf at rest is even, giving three modes. The other six are odd, and three of these are translations. This leaves three Raman and three infrared modes. A calculation with the springs described below, in a cubic cell, gave 3 and 3. The labels of a subgroup give upper limits; the larger counts need the distortion to the polar structure.

## Worked example

The cell has rough hafnia dimensions, 5.2, 5.0 and 5.1 Å. The Hf atom at $(0.03,0.27,0.25)$ generates partners at

$$
(0.97,0.73,0.75),\quad(0.53,0.73,0.25),\quad(0.47,0.27,0.75),
$$

after whole lattice vectors are added. O1 and O2 start from $(0.36,0.07,0.10)$ and $(0.27,0.54,0.50)$. Each Hf has seven oxygen neighbours at 2.06 to 2.24 Å; O1 has three Hf neighbours and O2 has four.

Atoms closer than 4.0 Å are joined by springs, unstretched at equilibrium, whose stiffness falls as the sixth power of distance. The Hf–O stiffness is 8 eV/Å$^2$ at 2.1 Å. Rigid charges of $+5$ (Hf) and $-2.5$ (O), in units of the elementary charge, give the dipole. The polarizability is a sum over Hf–O bonds, each growing as the cube of its length. These are round model values, so the energies below are not a prediction of the measured spectrum. They also depend on the cutoff: between 3.8 and 4.8 Å the lowest optical energy moves from 15.6 to 18.2 meV and the highest from 74.1 to 74.9 meV, while the counts of weak lines and close gaps given below change by at most one.

A search of the coordinates found four symmetry operations. Diagonalizing the spring matrix and labelling each eigenvector gave these optical energies in meV:

- $A_1$: 17.4, 26.5, 30.0, 47.8, 53.2, 54.9, 60.8, 71.8
- $A_2$: 17.2, 17.9, 20.2, 37.5, 53.0, 62.9, 64.8, 69.8, 74.3
- $B_1$: 17.9, 26.8, 34.0, 52.6, 54.7, 60.4, 69.0, 72.0
- $B_2$: 18.4, 26.6, 35.2, 49.7, 57.4, 60.7, 68.2, 72.7

The range corresponds to 139–599 cm$^{-1}$. Nonzero strengths were found for 33 modes in Raman scattering and 24 in the infrared, so in this model no allowed mode has zero strength.

Many would still be hard to see. Eight of the 24 infrared lines have less than 1% of the strongest infrared strength. Nine of the 33 Raman lines fall below the same fraction of the strongest Raman strength, taken as the sum of squared tensor components. Weighting each line by the Stokes factor $(n+1)/\omega$ at 300 K, with $n$ the mean occupation, lowers this count to seven. Of the 32 gaps between neighbouring energies, 15 are smaller than 1 meV. If lines that close merge, the other 17 gaps separate 18 groups. A count of peaks is therefore a poor measure of the number of modes.

## Remark: the longitudinal field

Assumption 3 fails for polar modes whose dipole has a component along the wavevector. Let $\hat{\mathbf q}$ be the wavevector direction, $V$ the cell volume, $Z_i$ a scalar effective charge and $\varepsilon_\infty$ an isotropic electronic permittivity. The ionic polarization is $\mathbf P=V^{-1}\sum_jZ_j\mathbf u_j$. With no free charge, and with retardation neglected, the longitudinal displacement field vanishes:

$$
\varepsilon_\infty E_L+4\pi\hat{\mathbf q}\cdot\mathbf P=0
\quad\Rightarrow\quad
E_L=-\frac{4\pi}{\varepsilon_\infty V}\sum_jZ_j\,\hat{\mathbf q}\cdot\mathbf u_j .
$$

The force on atom $i$ is $Z_iE_L\hat{\mathbf q}$. Since $\Phi$ is minus the derivative of force with respect to displacement, $D$ becomes

$$
D+f\,ww^T,\qquad f=\frac{4\pi}{\varepsilon_\infty V},\qquad w_i=\frac{Z_i\hat{\mathbf q}}{\sqrt{M_i}} .
$$

For $\hat{\mathbf q}$ along $c$, $w$ has species $A_1$, so only the $A_1$ block changes. Along $a$ or $b$ only $B_1$ or $B_2$ changes.

Let $v_k$ be the old modes and $c_k=w\cdot v_k$. Projecting $(D+fww^T)v=\lambda v$ on $v_k$ gives

$$
(\lambda-\omega_k^2)(v_k\cdot v)=f c_k(w\cdot v).
$$

Multiplying by $c_k/(\lambda-\omega_k^2)$, summing over $k$ and dividing by $w\cdot v$ gives

$$
1=f\sum_k\frac{c_k^2}{\lambda-\omega_k^2} .
$$

Translations drop out because the charges sum to zero. If the eight $\omega_k$ of the block differ and every $c_k\ne0$, the right side falls from $+\infty$ to $-\infty$ between successive $\omega_k^2$, and from $+\infty$ to 0 above the last. There is one solution in each interval, so each energy moves up, when old and new energies are paired in order. Over the three axes there can be $33+24=57$ distinct energies, and the model with $\varepsilon_\infty=5$ has 57, though some are less than 0.1 meV apart and would not be resolved. Which of them a Raman measurement reaches also depends on the light polarizations.

The shifts are not small. The highest $A_1$ energy rises from 71.8 to 84.4 meV, by 12.6 meV, whereas the lowest stays at 17.4 meV to the digits given. The trace supplies a check: the sum of $\omega^2$ must rise by $f\,w\cdot w$, which for scalar charges is the same along all axes. The listed energies give $23100-18886\approx4200$ meV$^2$ for $A_1$, and also about 4200 meV$^2$ for $B_1$ and $B_2$.

## Remark: real films and applied fields

The wavevector of light is small but not zero. For backscattering at 532 nm with refractive index 2.1, its ratio to the zone boundary along $c$ is

$$
\frac{4\pi n/\lambda}{\pi/c}=\frac{4(2.1)(5.1\ \text{Å})}{5320\ \text{Å}}=0.0081 .
$$

With the short-range springs alone, this wavevector along $c$ moves no optical energy by more than about 0.0005 meV; the largest shift is about 0.003 meV along $a$ and 0.009 meV along $b$. These figures are for a thick crystal. A film much thinner than the wavelength does not fix the wavevector so sharply. Temperature changes Raman intensities through the mean occupation, which at 300 K is 1.06 for the lowest mode and 0.06 for the highest. The net infrared absorption of a harmonic mode does not depend on temperature, because stimulated emission cancels the increase in absorption. In the harmonic model temperature does not change the selection rules either.

A static field along $c$ keeps all four operations, since none reverses $z$. A field along $a$ keeps only $E$ and $m_y$. Under $m_y$ both $A_2$ and the coordinate $y$ change sign, so $A_2$ modes may acquire a dipole along $b$. A field along $b$ likewise permits one along $a$. All 33 modes are then infrared-allowed. At 2 MV/cm, taken as the field inside the crystal, the largest atomic displacement in the model is 0.006–0.007 Å when the free translation is fixed by setting the mean displacement of the twelve atoms to zero. The largest shift of an oxygen relative to a bonded hafnium does not depend on that choice and is 0.010–0.011 Å, about 0.5% of a bond length. These values scale with the ionic part of the static permittivity, and the total is only about 15 in this model, so they are not a prediction for hafnia. The harmonic model does not describe switching of the polarization, which a field of this size can cause in a real film. With strictly harmonic forces and rigid charges the field changes neither $\Phi$ nor the charges, so the $A_2$ modes stay silent. The induced activity needs anharmonic forces or charges that vary with displacement. The induced dipole derivative then begins linearly in the field, so the new infrared strength begins quadratically. If the model springs are relaxed in the field beyond harmonic order, the new lines at 2 MV/cm reach less than 0.05% of the strongest infrared strength.

The cell, $\varepsilon_\infty$ and the field are of the rough size met in hafnia capacitors. The springs are not fitted to hafnia, so the model's highest energy without the longitudinal field, near 600 cm$^{-1}$, should not be taken as the upper end of the real spectrum. Film grains often have several orientations. This blurs the polarization rules, and it can also spread the energies of polar modes, because the longitudinal field depends on the direction of the wavevector in each grain. The number of optical modes in each grain remains 33. Devices also often mix zirconium with hafnium, which breaks assumption 1. An ordered substitution in each cell that lowers the symmetry raises the infrared count from 24 to 33. This holds even if one operation besides the identity survives, as when two of the four Hf atoms are replaced: under $C$, $m_y$ or $m_x$ alone, $A_2$ has the same sign as $z$, $y$ or $x$. In a random alloy the wavevector is no longer a strict label, and broad bands can replace a finite list of lines. The numerical output below gives the remaining longitudinal energies.

## Computed values

```
Cell a, b, c (angstrom): 5.2 5.0 5.1
Hf fractional position: 0.03 0.27 0.25
O1 fractional position: 0.36 0.07 0.1
O2 fractional position: 0.27 0.54 0.5
Masses Hf, O (amu): 178.5 16.0
Effective charges Hf, O (e): 5.0 -2.5
Hf-O spring (eV/A^2), at length (A): 8.0 2.1
O-O spring (eV/A^2), at length (A): 1.5 2.6
Hf-Hf spring (eV/A^2), at length (A): 2.0 3.5
Spring decay power, cutoff (angstrom): 6 4.0
Bond polarizability across, along (A^3): 0.5 1.5
Its reference bond length (angstrom): 2.1
Neighbours of Hf, O1, O2: 7 3 4
Hf-O bonds (angstrom): 2.063 to 2.237
Symmetry operations found: 4
Signs (1, 1, 1) character 36
Signs (1, -1, 1) character 0
Signs (-1, 1, 1) character 0
Signs (-1, -1, 1) character 0
All modes: 9A1 9A2 9B1 9B2
Optical modes: 8A1 9A2 8B1 8B2
Raman-active optical modes: 33
Infrared-active optical modes: 24
A1 (meV): 17.4 26.5 30.0 47.8 53.2 54.9 60.8 71.8
A2 (meV): 17.2 17.9 20.2 37.5 53.0 62.9 64.8 69.8 74.3
B1 (meV): 17.9 26.8 34.0 52.6 54.7 60.4 69.0 72.0
B2 (meV): 18.4 26.6 35.2 49.7 57.4 60.7 68.2 72.7
Lowest, highest optical mode (cm^-1): 139, 599
Infrared lines below 1% of strongest: 8
Raman lines below 1% of strongest: 9
Fluorite control, operations found: 32
Fluorite control, Raman, infrared: 3 3
High-frequency permittivity: 5.0
A1 longitudinal (meV): 17.4 26.6 34.0 51.1 53.8 56.5 71.5 84.4
A1 largest field shift (meV): 12.6
B1 longitudinal (meV): 17.9 26.8 40.1 52.7 58.3 67.7 72.0 84.6
B1 largest field shift (meV): 12.6
B2 longitudinal (meV): 18.4 26.6 42.2 51.1 60.7 66.3 70.4 86.0
B2 largest field shift (meV): 13.2
Distinct energies over three axes: 57
Light wavelength (nm), index: 532, 2.1
Light wavevector / zone boundary: 0.0081
Largest wavevector shift (meV): 4.5e-04
Neighbouring lines closer than 1.0 meV: 15
Occupation at 300 K, lowest, highest mode: 1.06, 0.060
Static field (MV/cm): 2.0
Largest shift, field on a, b, c (angstrom): 0.0063 0.0058 0.0071
Operations left, field on a, b, c: 2 2 4
```
